# Gouy-Chapman Potential Profile and Exponential Screening at a Planar Electrode: verification in Python

```python
"""Gouy-Chapman diffuse layer beside a planar electrode, z:z electrolyte.

Result under test:
    tanh(y/4) = tanh(y0/4) * exp(-x/lam),   y = z e psi / (k T),
    lam = sqrt(eps k T / (2 z^2 e^2 n0)),
and its limit psi = psi0 * exp(-x/lam) for small |y0|.

psi: potential relative to bulk; psi0: its value at x = 0;
n0: bulk number density of each ion; eps: permittivity; T: temperature.
The reference solution comes from the zero-flux equations of both ions
coupled to Poisson's equation, without assuming Boltzmann factors.
"""
import numpy as np
from scipy.constants import e, k, epsilon_0, N_A
from scipy.integrate import solve_bvp, simpson

temperature = 300.0          # K
eps_r = 80.0
salt = 10.0                  # mol/m^3
eps = eps_r * epsilon_0
n0 = salt * N_A
thermal_voltage = k * temperature / e
nm = 1e-9
box = 60.0                   # nm, many screening lengths


def screening_length(z):
    """Screening length in metres."""
    return np.sqrt(eps * k * temperature / (2 * z**2 * e**2 * n0))


def profile(x_nm, z, psi0):
    """Closed-form potential in volts."""
    gamma = np.tanh(z * psi0 / thermal_voltage / 4)
    decay = np.exp(-x_nm * nm / screening_length(z))
    return 4 * thermal_voltage / z * np.arctanh(gamma * decay)


def surface_charge(z, psi0):
    """Closed-form electrode charge density in C/m^2."""
    return (np.sqrt(8 * eps * k * temperature * n0)
            * np.sinh(z * psi0 / thermal_voltage / 2))


def solve_transport(z, psi0):
    """Unknowns: e psi/kT, its slope per nm, n_plus/n0, n_minus/n0."""
    source = z * e * n0 * nm**2 / (eps * thermal_voltage)

    def equations(x, u):
        v, slope, n_plus, n_minus = u
        return np.vstack([slope, -source * (n_plus - n_minus),
                          -z * n_plus * slope, z * n_minus * slope])

    mesh = box * np.linspace(0, 1, 600)**2
    guess = np.vstack([np.zeros_like(mesh), np.zeros_like(mesh),
                       np.ones_like(mesh), np.ones_like(mesh)])
    # Raise the surface potential in stages from a uniform electrolyte.
    for fraction in (0.25, 0.5, 0.75, 1.0):
        v0 = fraction * psi0 / thermal_voltage

        def boundary(left, right, v0=v0):
            return np.array([left[0] - v0, right[0],
                             right[2] - 1, right[3] - 1])

        tol = 1e-8 if fraction == 1.0 else 1e-4
        result = solve_bvp(equations, boundary, mesh, guess,
                           tol=tol, max_nodes=50000)
        assert result.success, result.message
        mesh, guess = result.x, result.y
    return result.sol


cases = [(1, 0.010), (1, 0.100), (2, -0.050)]
solutions = {}
worst_profile = worst_density = worst_stress = worst_charge = 0.0
for z, psi0 in cases:
    solution = solve_transport(z, psi0)
    solutions[(z, psi0)] = solution
    lam = screening_length(z)
    y0 = z * psi0 / thermal_voltage
    gamma = np.tanh(y0 / 4)
    x = np.linspace(0, 8 * lam / nm, 2001)
    v, slope, n_plus, n_minus = solution(x)
    psi_formula = profile(x, z, psi0)

    # Potential and ion densities along the layer.
    error = np.max(np.abs(v * thermal_voltage - psi_formula)) / abs(psi0)
    worst_profile = max(worst_profile, error)
    y_formula = z * psi_formula / thermal_voltage
    for density, sign in ((n_plus, -1), (n_minus, 1)):
        error = np.max(np.abs(density / np.exp(sign * y_formula) - 1))
        worst_density = max(worst_density, error)

    # Maxwell stress against excess osmotic pressure.
    field = -slope * thermal_voltage / nm
    maxwell = eps * field**2 / 2
    osmotic = k * temperature * n0 * (n_plus + n_minus - 2)
    error = np.max(np.abs(maxwell - osmotic)) / maxwell[0]
    worst_stress = max(worst_stress, error)

    # Electrode charge from the field and from the ions in solution.
    x_full = np.linspace(0, box, 60001)
    full = solution(x_full)
    ion_charge = z * e * n0 * nm * simpson(full[2] - full[3], x=x_full)
    sigma = surface_charge(z, psi0)
    for measured in (eps * field[0], -ion_charge):
        worst_charge = max(worst_charge, abs(measured / sigma - 1))

    # Ratio to the simple exponential: bounds, monotonic fall, far limit.
    ratio = v * thermal_voltage / (psi0 * np.exp(-x * nm / lam))
    far_ratio = 4 * gamma / y0
    assert far_ratio >= 1 - y0**2 / 48
    assert np.all(ratio <= 1 + 1e-4) and np.all(ratio >= far_ratio - 1e-4)
    assert np.all(np.diff(ratio[::100]) < 1e-4)
    assert abs(ratio[-1] - far_ratio) < 1e-3

    # Local decay length at the electrode.
    local_numeric = -v[0] / slope[0] * nm
    local_formula = lam * (y0 / 2) / np.sinh(y0 / 2)
    assert abs(local_numeric / local_formula - 1) < 1e-5

assert worst_profile < 1e-5
assert worst_density < 1e-5
assert worst_stress < 1e-5
assert worst_charge < 1e-5

# Leading departure from exponential screening at the low potential.
# The neglected next order is below one percent of this departure.
lam = screening_length(1)
low, high = 0.010, 0.100
y_low = low / thermal_voltage
x = np.linspace(0, 8 * lam / nm, 8001)
t = np.exp(-x * nm / lam)
departure = y_low * t - solutions[(1, low)](x)[0]
cubic = y_low**3 / 48 * (t - t**3)
peak = np.argmax(departure)
peak_formula = y_low**3 / (72 * np.sqrt(3))
peak_place = lam * np.log(np.sqrt(3))
assert np.max(np.abs(departure - cubic)) < 0.01 * peak_formula
assert abs(departure[peak] / peak_formula - 1) < 0.01
assert abs(x[peak] * nm / peak_place - 1) < 0.03

print(f"Temperature: {temperature:.0f} K")
print(f"Relative permittivity: {eps_r:.0f}")
print(f"Salt concentration: {salt:.0f} mol/m^3")
print(f"Bulk number density of each ion: {n0:.4e} m^-3")
print(f"Thermal voltage kT/e: {thermal_voltage*1e3:.3f} mV")
print(f"Screening length, z=1: {lam/nm:.4f} nm")
print(f"Screening length, z=2: {screening_length(2)/nm:.4f} nm")
for psi0 in (low, high):
    y0 = psi0 / thermal_voltage
    gamma = np.tanh(y0 / 4)
    tag = f"[{psi0*1e3:.0f} mV]"
    print(f"{tag} y0: {y0:.4f}; gamma: {gamma:.5f}")
    print(f"{tag} x (nm), full psi (mV), exponential psi (mV):")
    for place in (0.0, 1.0, 3.0, 6.0, 10.0):
        full_mv = profile(place, 1, psi0) * 1e3
        simple_mv = psi0 * np.exp(-place * nm / lam) * 1e3
        print(f"  {place:4.1f}  {full_mv:8.4f}  {simple_mv:8.4f}")
    print(f"{tag} surface cations: {salt*np.exp(-y0):.4f} mol/m^3")
    print(f"{tag} surface anions: {salt*np.exp(y0):.3f} mol/m^3")
    print(f"{tag} charge, full: {surface_charge(1, psi0)*1e3:.4f} mC/m^2")
    print(f"{tag} charge, linear: {eps*psi0/lam*1e3:.4f} mC/m^2")
    local = lam * (y0 / 2) / np.sinh(y0 / 2)
    print(f"{tag} local decay length at surface: {local/nm:.4f} nm")
    print(f"{tag} tail amplitude: {4*thermal_voltage*gamma*1e3:.4f} mV")
    print(f"{tag} far ratio full/exponential: {4*gamma/y0:.5f}")
    print(f"{tag} error bound y0^2/48: {100*y0**2/48:.3f} %")
print(f"Largest possible tail amplitude: {4*thermal_voltage*1e3:.3f} mV")
one_percent = thermal_voltage * np.sqrt(48 * 0.01)
print(f"Potential for 1 % error bound: {one_percent*1e3:.3f} mV")
print(f"[10 mV] peak departure, numerical: "
      f"{departure[peak]*thermal_voltage*1e6:.3f} microvolt")
print(f"[10 mV] peak departure, cubic term: "
      f"{peak_formula*thermal_voltage*1e6:.3f} microvolt")
print(f"[10 mV] peak position, numerical: {x[peak]:.3f} nm")
print(f"[10 mV] peak position, cubic term: {peak_place/nm:.3f} nm")
print(f"Worst potential error relative to psi0: {worst_profile:.1e}")
print(f"Worst relative ion-density error: {worst_density:.1e}")
print(f"Worst stress-balance error: {worst_stress:.1e}")
print(f"Worst relative charge error: {worst_charge:.1e}")
print("PASS")
```

Output:

```
Temperature: 300 K
Relative permittivity: 80
Salt concentration: 10 mol/m^3
Bulk number density of each ion: 6.0221e+24 m^-3
Thermal voltage kT/e: 25.852 mV
Screening length, z=1: 3.0805 nm
Screening length, z=2: 1.5402 nm
[10 mV] y0: 0.3868; gamma: 0.09640
[10 mV] x (nm), full psi (mV), exponential psi (mV):
   0.0   10.0000   10.0000
   1.0    7.2172    7.2280
   3.0    3.7661    3.7762
   6.0    1.4216    1.4260
  10.0    0.3880    0.3892
[10 mV] surface cations: 6.7922 mol/m^3
[10 mV] surface anions: 14.723 mol/m^3
[10 mV] charge, full: 2.3138 mC/m^2
[10 mV] charge, linear: 2.2994 mC/m^2
[10 mV] local decay length at surface: 3.0614 nm
[10 mV] tail amplitude: 9.9689 mV
[10 mV] far ratio full/exponential: 0.99689
[10 mV] error bound y0^2/48: 0.312 %
[100 mV] y0: 3.8682; gamma: 0.74740
[100 mV] x (nm), full psi (mV), exponential psi (mV):
   0.0  100.0000  100.0000
   1.0   62.5069   72.2800
   3.0   29.9994   37.7619
   6.0   11.0629   14.2596
  10.0    3.0089    3.8921
[100 mV] surface cations: 0.2090 mol/m^3
[100 mV] surface anions: 478.549 mol/m^3
[100 mV] charge, full: 40.2628 mC/m^2
[100 mV] charge, linear: 22.9942 mC/m^2
[100 mV] local decay length at surface: 1.7593 nm
[100 mV] tail amplitude: 77.2874 mV
[100 mV] far ratio full/exponential: 0.77287
[100 mV] error bound y0^2/48: 31.172 %
Largest possible tail amplitude: 103.408 mV
Potential for 1 % error bound: 17.911 mV
[10 mV] peak departure, numerical: 11.976 microvolt
[10 mV] peak departure, cubic term: 11.998 microvolt
[10 mV] peak position, numerical: 1.688 nm
[10 mV] peak position, cubic term: 1.692 nm
Worst potential error relative to psi0: 5.2e-11
Worst relative ion-density error: 2.7e-10
Worst stress-balance error: 1.8e-10
Worst relative charge error: 6.9e-09
PASS
```
